# Feynman's variational energy bound for the Fröhlich polaron, part 2

The Fröhlich model describes one electron in a parabolic band, coupled to longitudinal optical phonons of a single frequency $\omega$. Units are $\hbar=m=\omega=1$, with $m$ the band mass, so energies are in units of $\hbar\omega$ and lengths in units of $\sqrt{\hbar/(m\omega)}$. Zero energy is the bottom of the bare band with no phonons. In a large volume $\Omega$, with coupling $\alpha>0$, the Hamiltonian is

$$H=\frac{p^2}{2}+\sum_k a_k^\dagger a_k+\sum_k\left(V_k a_k e^{i\mathbf k\cdot\mathbf r}+\text{h.c.}\right),\qquad |V_k|^2=\frac{2\sqrt2\,\pi\alpha}{\Omega k^2}.$$

A trial action replaces the phonon cloud by one partner of mass $M=v^2/w^2-1$, tied to the electron by a spring. Its memory decays at the rate $w$, and $v$ is the frequency of the relative motion. Per Cartesian component, the electron's displacement over imaginary time $\tau$ has variance

$$G(\tau)=\frac{w^2}{v^2}\tau+\frac{v^2-w^2}{v^3}\left(1-e^{-v\tau}\right).\tag{6}$$

For every $v\ge w>0$, the true ground-state energy $E_0$ obeys

$$E_0\le E(v,w)=\frac{3(v-w)^2}{4v}-\frac{\alpha}{\sqrt\pi}\int_0^\infty\frac{e^{-\tau}}{\sqrt{G(\tau)}}\,d\tau.\tag{7}$$

The second term is $-A$, where $A$ is the Coulomb gain. For $v=w$ the bound is $-\alpha$. Let $E_F$ be the infimum of $E(v,w)$ over $v\ge w>0$, and write

$$x=1-\frac wv,\qquad q=1-\frac{w^2}{v^2}=x(2-x),\qquad \frac{3(v-w)^2}{4v}=\frac34vx^2 .$$

The phonon-induced attraction is $U_\infty(\mathbf x)=\frac{\alpha}{\sqrt2\,|\mathbf x|}$. If only modes with $|\mathbf k|<K$ are kept, it becomes $U_K$, with trial average

$$\langle U_K\rangle=\frac{\sqrt2\,\alpha}{\pi}\int_0^Ke^{-k^2G/2}dk .$$

The "time ring" checks in the final listing test the trial energy $\frac32(v-w)$ and the rate $\frac{3(v^2-w^2)}{4v}$ of the quadratic part of the trial action.

Part (d), weak coupling, asks for $E_F$ through order $\alpha^2$, and for a proof that no distant choice of $v$ and $w$ does better. Its solution follows.

**Solution.** Factor out the free variance:

$$G=\tau\left[1-q\,h(v\tau)\right],\qquad h(y)=1-\frac{1-e^{-y}}{y},\qquad 0\le h<1 .$$

The average of $h$ that will be needed is

$$H(v)=\frac1{\sqrt\pi}\int_0^\infty\frac{e^{-\tau}}{\sqrt\tau}h(v\tau)\,d\tau
=1-\frac1{v\sqrt\pi}\int_0^\infty\frac{e^{-\tau}-e^{-(1+v)\tau}}{\tau^{3/2}}d\tau .$$

Writing the difference of exponentials as $\tau\int_1^{1+v}e^{-b\tau}db$ turns the last integral into

$$\int_1^{1+v}\sqrt{\frac\pi b}\,db=2\sqrt\pi\,(s-1),\qquad s=\sqrt{1+v}.$$

Since $v=(s-1)(s+1)$,

$$H(v)=1-\frac{2}{s+1}=\frac{s-1}{s+1}.$$

The function $(1-qh)^{-1/2}$ is convex in $h$. It lies above its tangent at $h=0$, which is $1+qh/2$. On $0\le h\le1$ it lies below its chord, whose end value is $(1-q)^{-1/2}=v/w=1/(1-x)$. Averaging both gives

$$\alpha\left(1+\frac{qH}{2}\right)\le A\le\alpha\left(1+\frac{xH}{1-x}\right).\tag{8}$$

*Upper estimate of $E_F$.* Take $v=3$, where $H=\frac13$. The left side of (8) gives

$$E\le-\alpha+\frac94x^2-\frac{\alpha x(2-x)}6=-\alpha+\frac94x^2-\frac{\alpha x}3+\frac{\alpha x^2}6 .$$

With $x=2\alpha/27$, the second and third terms are $\alpha^2/81$ and $-2\alpha^2/81$, so

$$E_F\le-\alpha-\frac{\alpha^2}{81}+\frac{2\alpha^3}{2187}.\tag{9}$$

*Lower estimate of $E_F$, for $\alpha\le\frac34$.* First let $x\ge\frac12$. Because $\tau\ge(1-e^{-v\tau})/v$, and $G$ is a weighted mean of these two quantities, $G\ge(1-e^{-v\tau})/v$. From $e^y\ge1+y$ follows $1-e^{-y}\ge y/(1+y)$, so

$$G\ge\frac{\tau}{1+v\tau},\qquad G^{-1/2}\le\frac{\sqrt{1+v\tau}}{\sqrt\tau}\le\frac{1+v\tau/2}{\sqrt\tau}.$$

With $\int_0^\infty e^{-\tau}\sqrt\tau\,d\tau=\sqrt\pi/2$ this yields $A\le\alpha(1+v/4)$, and

$$E+\alpha\ge v\left(\frac{3x^2}4-\frac\alpha4\right)\ge v\left(\frac3{16}-\frac\alpha4\right)\ge0 .$$

Nothing is gained there over $-\alpha$.

Now let $x<\frac12$. The right side of (8) gives

$$E+\alpha\ge\frac34vx^2-\frac{\alpha xH}{1-x}.$$

If this lower estimate is negative, then $x(1-x)<4\alpha H/(3v)$. Since $H/v=1/(s+1)^2\le\frac14$, the right side is at most $\alpha/3$, and $1-x>\frac12$ then forces $x<2\alpha/3$. Replacing $1-x$ by $1-2\alpha/3$ and using $ax^2-bx\ge-b^2/(4a)$,

$$E+\alpha\ge-\frac{\alpha^2}{(1-2\alpha/3)^2}\,\frac{H^2}{3v},\qquad \frac{H^2}{3v}=\frac{s-1}{3(s+1)^3}.$$

The last fraction vanishes at $s=1$ and for $s\to\infty$. It is stationary where $1/(s-1)=3/(s+1)$, that is at $s=2$, $v=3$, where it equals $\frac1{81}$. Hence

$$-\alpha-\frac{\alpha^2}{81(1-2\alpha/3)^2}\le E_F .$$

Together with (9) this proves

$$E_F=-\alpha-\frac{\alpha^2}{81}+O(\alpha^3)\qquad(\alpha\to0).\tag{10}$$

The partner mass at the point used in (9) is $M\approx2x=4\alpha/27$: a weakly coupled electron is tied to a light partner. At $\alpha=0.02$ the numerical minimum lies at $v=3.002$, $w=2.998$, and $(E_F+\alpha)/\alpha^2=-0.01236$, against $-1/81=-0.01235$.

### (e) Strong coupling

Find the limit of $E_F/\alpha^2$ for $\alpha\to\infty$.

**Solution.** Let $w\to0$ at fixed $v$. The partner becomes infinitely heavy and acts as a fixed harmonic well. Then $G$ falls to $(1-e^{-v\tau})/v\le1/v$, so $A$ tends to a value no smaller than $\alpha\sqrt{v/\pi}$. Consequently

$$E_F\le\frac34v-\alpha\sqrt{\frac v\pi}.$$

As a quadratic in $\sqrt v$, the right side is least at

$$\sqrt v=\frac{2\alpha}{3\sqrt\pi},\qquad v=v_0=\frac{4\alpha^2}{9\pi},\qquad\text{so}\qquad E_F\le-\frac{\alpha^2}{3\pi}.\tag{11}$$

This holds at every $\alpha$. Localization costs kinetic energy proportional to $v$, while the Coulomb gain grows as $\sqrt v$, the inverse size of the electron cloud.

To show that the coefficient cannot be lower, use two estimates of $A$. The inequality $G\ge\tau/(1+v\tau)$ gives $G^{-1/2}\le\sqrt{v+1/\tau}\le\sqrt v+\tau^{-1/2}$, hence $A\le\alpha\sqrt{v/\pi}+\alpha$. Dropping the second term of $G$ gives $A\le\alpha v/w$. Choose $c=\alpha^{-1/3}$ with $\alpha>1$.

- If $w/v\ge c$, then $E\ge-\alpha/c=-\alpha^{4/3}$.
- If $w/v<c$, then $x>1-c$ and
$$E\ge\frac34(1-c)^2v-\alpha\sqrt{\frac v\pi}-\alpha\ge-\frac{\alpha^2}{3\pi(1-c)^2}-\alpha .$$

Divided by $\alpha^2$, the first estimate tends to zero and the second to $-1/(3\pi)$. With (11),

$$\lim_{\alpha\to\infty}\frac{E_F}{\alpha^2}=-\frac1{3\pi}.\tag{12}$$

### (f) The next term at strong coupling

The leading term does not fix $w$. Find the next term at fixed $w$, and the best such $w$.

**Solution.** Write $vG=a+\delta$, with

$$a=1-e^{-v\tau},\qquad \delta=\frac{w^2}{v}\left(\tau-\frac{1-e^{-v\tau}}v\right),$$

and expand $(a+\delta)^{-1/2}=a^{-1/2}-\frac12\delta a^{-3/2}+\dots$ for large $v$. The first term gives

$$\int_0^\infty\frac{e^{-\tau}}{\sqrt a}\,d\tau=1+\frac1v\int_0^\infty e^{-y/v}\left[\frac1{\sqrt{1-e^{-y}}}-1\right]dy .$$

For $v\to\infty$ the factor $e^{-y/v}$ tends to 1. With $p=\sqrt{1-e^{-y}}$, so that $dy=2p\,dp/(1-p^2)$, the integral becomes

$$\int_0^1\left(\frac1p-1\right)\frac{2p\,dp}{1-p^2}=\int_0^1\frac{2\,dp}{1+p}=2\ln2 .$$

In the second term, $v\delta a^{-3/2}\to w^2\tau$ at fixed $\tau$. The inequality for $1-e^{-y}$ bounds this quantity by $w^2(\tau+\sqrt\tau)$ for $v\ge1$, so the limit may be taken under the integral, which gives $-w^2/(2v)$. The remainder is at most $\frac38\delta^2a^{-5/2}$, and the same inequality makes its integral of order $v^{-2}$. Thus

$$A=\alpha\sqrt{\frac v\pi}\left[1+\frac{2\ln2-w^2/2}{v}+o\!\left(\frac1v\right)\right].$$

At $v=v_0$ one has $\alpha/\sqrt\pi=\frac32\sqrt{v_0}$, so $A=\frac32v_0+3\ln2-\frac34w^2+o(1)$. The other part of $E$ is $\frac34v_0-\frac32w+o(1)$. Since $\frac34v_0=\alpha^2/(3\pi)$,

$$E(v_0,w)=-\frac{\alpha^2}{3\pi}-3\ln2-\frac32w+\frac34w^2+o(1).\tag{13}$$

A shift of $v$ by a fixed amount changes this by terms that vanish, because $v_0$ is stationary for the leading part. The best fixed value is $w=1$, where the trial memory fades at the phonon rate. The constant is then $-3\ln2-\frac34=-2.829$.

This argument shows that the constant can be reached. It does not exclude a lower one with $w$ varying with $\alpha$. The numerical minimum over both parameters supports it as the constant of $E_F$: at $\alpha=100$ it has $w=1.0015$ and $E_F+\alpha^2/(3\pi)=-2.830$.

### (g) How close is the bound to the true energy?

Compare both limits with independent calculations.

**Solution.** At weak coupling use perturbation theory at total momentum zero. One phonon costs $D_k=1+k^2/2$, and two cost $D_{kq}=2+|\mathbf k+\mathbf q|^2/2$. The second order is

$$-\sum_k\frac{|V_k|^2}{D_k}=-\frac{\sqrt2\,\alpha}\pi\int_0^\infty\frac{dk}{1+k^2/2}=-\alpha .$$

In fourth order two phonons are emitted and then absorbed in either order, and the usual normalization term is added:

$$-\sum_{k,q}\frac{|V_k|^2|V_q|^2}{D_{kq}}\left(\frac1{D_k^2}+\frac1{D_kD_q}\right)+\alpha\sum_k\frac{|V_k|^2}{D_k^2}.$$

Quadrature gives $-0.0159\,\alpha^2$. This lies below $-\alpha^2/81=-0.0123\,\alpha^2$, as an upper bound requires. The bound has the correct coefficient of $\alpha$ and about three quarters of the coefficient of $\alpha^2$.

At strong coupling consider a product of an electron function $\psi$ and displaced phonon oscillators. With $\rho=|\psi|^2$ and $\rho_k=\int\rho\,e^{i\mathbf k\cdot\mathbf r}d^3r$, a mode displaced by $z_k$ has energy $|z_k|^2+2\,\mathrm{Re}(V_k\rho_kz_k)$, whose minimum is $-|V_k|^2|\rho_k|^2$. The sum over modes gives

$$E[\psi]=\frac12\int|\nabla\psi|^2d^3r-\frac{\alpha}{\sqrt2}\int\!\!\int\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r' ,$$

an upper bound at every $\alpha$. Shrinking all lengths by the factor $\alpha$ shows that its minimum is proportional to $\alpha^2$. For $\psi\propto e^{-vr^2/2}$ the energy is $\frac34v-\alpha\sqrt{v/\pi}$, the expression that led to (11). The self-consistent $\psi$, found on a radial grid, gives $-0.1085\,\alpha^2$ instead of $-0.1061\,\alpha^2$.

The coefficient in (12) therefore belongs to the bound and not to the true energy. The product state is itself only an upper bound, so the loss at strong coupling is at least the difference of the two coefficients. That difference comes from the Gaussian shape, since both values follow from the same functional $E[\psi]$. At $\alpha=40$ the product state gives about $-173.6$, which is already below $E_F=-172.6$.

### (h) A worked example

Take a model crystal with high-frequency and static dielectric constants 4 and 10, a band mass of one electron mass, and a phonon energy of 0.05 eV. Find $\alpha$ and the best bound.

**Solution.** To relate $\alpha$ to the dielectric constants, consider two static electrons a distance $r$ apart. The phonons lower their energy by the cross term $2U_\infty(r)=\sqrt2\,\alpha/r$. In atomic units this is $\sqrt2\,\alpha\sqrt{\omega/m}/r$. It must equal the reduction of the repulsion by the ions, $(1/\varepsilon_\infty-1/\varepsilon_0)/r$. Hence, with 0.05 eV equal to 0.0018375 hartree,

$$\alpha=\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right)\sqrt{\frac m{2\omega}}=0.15\sqrt{\frac1{2\times0.0018375}}=2.474 .$$

Minimization gives $v=3.3226$ and $w=2.6501$. The partner mass is $M=(3.3226/2.6501)^2-1=0.572$ band masses. The two parts of the bound are

$$\frac{3(0.6725)^2}{4\times3.3226}=0.1021,\qquad -A=-2.6639,$$

and their sum is $E_F=-2.562$, or $-128.1$ meV relative to the bare band bottom. The untied trial, $v=w$, gives $-2.474$. The truncated weak-coupling formula gives $-2.550$, and the strong-coupling term alone gives $-0.650$, so this crystal is on the weak-coupling side.

The passage between the limits appears when $\alpha$ is varied:

| $\alpha$ | $v$ | $w$ | $E_F$ | $-\alpha-\alpha^2/81$ | $-\alpha^2/(3\pi)$ |
|---|---|---|---|---|---|
| 1 | 3.11 | 2.87 | −1.013 | −1.012 | −0.106 |
| 5 | 4.03 | 2.14 | −5.440 | −5.309 | −2.653 |
| 7 | 5.81 | 1.60 | −8.113 | −7.605 | −5.199 |
| 11 | 15.41 | 1.16 | −15.710 | −12.494 | −12.838 |

At $\alpha=11$ the constant from part (f) matters: $-12.8385-2.8294=-15.668$, within 0.05 of $E_F$. Down the table $v/w$ grows, so the partner changes from a light one to a heavy one.

The bound refers to the continuum model. A crystal has modes only within its Brillouin zone, and removing modes can only raise the energy, so the continuum value is not an upper bound for it. The correction falls slowly, as $1/K$: with a cutoff the second order becomes $-\alpha\,\frac2\pi\arctan(K/\sqrt2)\approx-\alpha\left(1-\frac{2\sqrt2}{\pi K}\right)$. In the example the unit of length is 12.35 Å and the rms distance between electron and partner is about 14 Å. A cubic cell of side 4 Å, with its zone replaced by a sphere of equal volume, has $K=12.0$. Keeping $K$ finite in $\langle U_K\rangle$ then moves the bound from $-128.1$ to $-118.8$ meV, and a 6 Å cell gives $-114.2$ meV. The model loses its meaning altogether when the electron cloud shrinks to the size of a unit cell, where the parabolic band and the $1/k^2$ coupling no longer apply.

## Values computed for the example and the checks

```
Energies in units of the phonon energy unless a unit is given
high-frequency dielectric constant: 4.0
static dielectric constant: 10.0
band mass: 1.0 electron masses
phonon energy: 0.050 eV = 0.001837 hartree
coupling alpha: 2.4744
optimal v: 3.3226 phonon frequencies
optimal w: 2.6501 phonon frequencies
fictitious mass M: 0.5719 band masses
oscillator term 3(v-w)^2/(4v): 0.10208
Coulomb term -A: -2.66387
energy bound: -2.56180 = -128.09 meV
-alpha: -2.47438
-alpha - alpha^2/81: -2.54997
-alpha^2/(3 pi): -0.64962
Table: alpha, v, w, bound, weak formula, -alpha^2/(3 pi)
  1.0    3.110   2.871    -1.0130    -1.0123    -0.1061
  3.0    3.421   2.560    -3.1333    -3.1111    -0.9549
  5.0    4.034   2.140    -5.4401    -5.3086    -2.6526
  7.0    5.810   1.604    -8.1127    -7.6049    -5.1991
  9.0    9.850   1.282   -11.4858   -10.0000    -8.5944
 11.0   15.413   1.162   -15.7098   -12.4938   -12.8385
weak test alpha: 0.02, v = 3.002, w = 2.998
(bound + alpha)/alpha^2 there: -0.012358
-1/81: -0.012346
perturbation coefficient of alpha^2: -0.0159
strong test alpha = 40: v = 224.58, w = 1.0095, bound = -172.5978
  4 alpha^2/(9 pi) = 226.35, bound/alpha^2 = -0.107874
  bound + alpha^2/(3 pi) = -2.8325
strong test alpha = 100: v = 1412.94, w = 1.0015, bound = -1063.8629
  4 alpha^2/(9 pi) = 1414.71, bound/alpha^2 = -0.106386
  bound + alpha^2/(3 pi) = -2.8299
-3 ln 2 - 3/4: -2.8294
-1/(3 pi): -0.106103
Gaussian product state, energy/alpha^2: -0.10611
self-consistent product state, energy/alpha^2: -0.1085
time ring: trial energy 2.2494, formula 2.2500 (v = 3.0, w = 1.5)
time ring: quadratic action rate 1.6870, formula 1.6875
```
